\section*{What the nitrogen-15 shift reveals about a linear metal imide, part 1}

(Sections cited here and not found follow in the second part.)

\section{Fixed ends: one motion and one stiffness}

\subsection{The question}

An organoimide ligand binds a metal atom M through nitrogen, and the nitrogen carries a carbon group. In many such complexes the unit M--N--C is nearly linear. Volatile complexes of this kind serve as precursors for nitride films, and the relative stiffness of the two bonds to nitrogen is then of interest: one bond should survive deposition and the other should break. A stiffness is not a bond energy, but it is accessible to infrared spectroscopy. Replacing nitrogen-14 by nitrogen-15 moves the bands in which nitrogen takes part, and it is natural to hope that this shift tells how much of the stiffness belongs to M--N and how much to N--C.

The simplest model of the unit holds M and C in place and lets nitrogen vibrate between them. In this model the hope fails. The shift gives one combination of the force constants, the same one that the unlabelled band already gives. The first half of this section derives that result; the second half finds its physical reason and asks what changes when the ends move.

\subsection{Energy and constraint}

Let $R_1$ and $R_2$ be the equilibrium lengths of M--N and N--C, and let $r_1$ and $r_2$ be the changes of these lengths, positive for stretching. Near equilibrium the stretching energy is taken as
\begin{equation}
V=\tfrac12 k_1r_1^2+\tfrac12 k_2r_2^2+k_{12}r_1r_2 .
\label{eq:V}
\end{equation}
Here $k_1$ is the M--N force constant, $k_2$ is the N--C force constant, and $k_{12}$ describes how stretching one bond changes the tension in the other. The product $r_1r_2$ appears once, without a factor $\tfrac12$; with this convention $k_{12}=\partial^2V/\partial r_1\partial r_2$.

Equation (\ref{eq:V}) has no linear terms because both bonds are assumed to be unstrained at equilibrium. It has no cubic or higher terms because the motion is assumed to be small. For the energy to rise in every direction of the $(r_1,r_2)$ plane, the constants must satisfy
\begin{equation}
k_1>0,\qquad k_1k_2-k_{12}^2>0 .
\label{eq:stable}
\end{equation}
This follows on completing the square, which turns (\ref{eq:V}) into $\tfrac12k_1(r_1+k_{12}r_2/k_1)^2+\tfrac12(k_2-k_{12}^2/k_1)r_2^2$.

Let the axis point from M to C, and let nitrogen move by $x$ along it. With M fixed, the first bond grows by $x$. With C fixed, the second bond shrinks by the same amount:
\begin{equation}
r_1=x,\qquad r_2=-x .
\label{eq:constraint}
\end{equation}
Substitution in (\ref{eq:V}) gives
\begin{align}
V&=\tfrac12k_1x^2+\tfrac12k_2(-x)^2+k_{12}x(-x)\nonumber\\
&=\tfrac12\left(k_1+k_2-2k_{12}\right)x^2
\equiv\tfrac12Kx^2,
\label{eq:Vx}
\end{align}
with
\begin{equation}
K=k_1+k_2-2k_{12}.
\label{eq:K}
\end{equation}
The two bond constants add because a displacement of nitrogen works against both bonds at once, as with a bead held between two springs. The interaction enters with a minus sign because one bond lengthens while the other shortens. The factor 2 arises when $-k_{12}x^2$ is written as $\tfrac12(-2k_{12})x^2$. Under (\ref{eq:stable}) $K$ is positive, since it is twice the energy (\ref{eq:V}) at $r_1=1$, $r_2=-1$.

The loss of information has already occurred at this point. The energy (\ref{eq:V}) is a surface over the $(r_1,r_2)$ plane, and three curvatures are needed to describe it. The constraint (\ref{eq:constraint}) confines the motion to one straight line in that plane, along which there is one curvature, $K$.

\subsection{The harmonic bend does not supply the missing information}

Nitrogen can also move sideways, by an amount $y$. The lengths of the two bonds then change by
\begin{align}
r_1&=\sqrt{(R_1+x)^2+y^2}-R_1\simeq x+\frac{y^2}{2R_1},\nonumber\\
r_2&=\sqrt{(R_2-x)^2+y^2}-R_2\simeq -x+\frac{y^2}{2R_2},
\label{eq:lengths}
\end{align}
where terms of third and higher order in $x$ and $y$ are dropped. When these are put into (\ref{eq:V}), the sideways displacement contributes terms of order $xy^2$ and $y^4$. Neither belongs to the harmonic energy, which is quadratic. A term proportional to $xy$ is absent, because reversing $y$ leaves the energy of a linear unit unchanged.

The sideways stiffness must therefore come from the resistance to bending. Let $\theta$ be the deviation of the M--N--C angle from a straight line, and let the bending energy be $\tfrac12k_\theta\theta^2$. The M--N line turns by $y/R_1$ and the N--C line turns the opposite way by $y/R_2$, so
\begin{equation}
\theta\simeq y\left(\frac1{R_1}+\frac1{R_2}\right),\qquad
K_\perp=k_\theta\left(\frac1{R_1}+\frac1{R_2}\right)^2 .
\label{eq:bend}
\end{equation}
The transverse curvature $K_\perp$ contains no stretching constant. For $R_1=0.175$ nm, $R_2=0.145$ nm and $k_\theta=0.50$ aJ/rad$^2$ it is 79.52 N/m, whatever the values of $k_1$, $k_2$ and $k_{12}$.

If the fixed ends held the bonds under a common tension $f$, the linear energy $f(r_1+r_2)$ would have to be added. By (\ref{eq:lengths}) its axial parts cancel, and it adds $f(1/R_1+1/R_2)$ to $K_\perp$. The harmonic bend would then carry information about the tension, but still none about the stretching constants. Beyond harmonic order the terms in $xy^2$ and $y^4$ do bring these constants in, weakly: with the quadratic bond energies (\ref{eq:V}), no tension and both sideways directions included, the bending fundamental of nitrogen-14 lies between 314 and 317 cm$^{-1}$ for the four sets of constants introduced below, against a common harmonic value of 310 cm$^{-1}$.

\subsection{The band and its isotope shift}

Let $m$ be the mass of nitrogen. The force along the axis is $-dV/dx=-Kx$, so
\begin{equation}
m\ddot x=-Kx,\qquad \omega=\sqrt{\frac Km}.
\label{eq:motion}
\end{equation}
The quantum levels of a harmonic oscillator are spaced by $\hbar\omega$. A photon of wavenumber $\nu$ has energy $2\pi\hbar c\nu$, where $c$ is the speed of light. Equating the two energies gives
\begin{equation}
\nu=\frac1{2\pi c}\sqrt{\frac Km}.
\label{eq:nu}
\end{equation}

Let $m_{14}$ and $m_{15}$ be the masses of the two isotopes. The force constants describe the energy of the electrons and nuclei as a function of nuclear position. In the Born--Oppenheimer approximation this function does not depend on the nuclear masses, so $K$ is the same for both isotopes. Equation (\ref{eq:nu}) then gives
\begin{equation}
\frac{\nu_{15}}{\nu_{14}}=\sqrt{\frac{m_{14}}{m_{15}}}
\label{eq:ratio}
\end{equation}
and, for the shift $\Delta$ defined as a positive quantity,
\begin{equation}
\Delta=\nu_{14}-\nu_{15}
=\frac{\sqrt K}{2\pi c}
\left(\frac1{\sqrt{m_{14}}}-\frac1{\sqrt{m_{15}}}\right).
\label{eq:shift}
\end{equation}
The shift depends on the force constants through $K$ alone. The ratio does not depend on them at all. Once $\nu_{14}$ has been measured, this model predicts $\nu_{15}$ from the masses, and measuring it adds no equation for the force constants.

\subsection{How large the ambiguity is}

The ambiguity can be stated as a rule for changing the force constants without changing the spectrum. From (\ref{eq:nu}), $\ln\nu=\tfrac12\ln K+$ a term free of force constants. A small change of the constants therefore gives
\begin{equation}
d\nu_{i}=\frac{\nu_i}{2K}\,dK
=\frac{\nu_i}{2K}\left(dk_1+dk_2-2\,dk_{12}\right),
\qquad i=14,15 .
\label{eq:dnu}
\end{equation}
The derivatives of the two bands form the table
\begin{equation}
\frac{\partial(\nu_{14},\nu_{15})}{\partial(k_1,k_2,k_{12})}
=\frac1{2K}
\begin{pmatrix}
\nu_{14}&\nu_{14}&-2\nu_{14}\\
\nu_{15}&\nu_{15}&-2\nu_{15}
\end{pmatrix}.
\label{eq:table}
\end{equation}
Its second row is the first row multiplied by $\nu_{15}/\nu_{14}$, so its rank is one: two measurements amount to one condition on three unknowns.

The ambiguity is not confined to small changes. Any amount $s$ may be moved from one bond to the other,
\begin{equation}
k_1\to k_1+s,\qquad k_2\to k_2-s,\qquad k_{12}\to k_{12},
\label{eq:move}
\end{equation}
and $K$ stays the same. The stability conditions (\ref{eq:stable}) limit $s$, but they do not select a value. If $k_{12}$ is known from elsewhere, the spectrum gives the sum $k_1+k_2=K+2k_{12}$. To divide the sum, one of its parts must also be known from elsewhere.

\subsection{Four different ligands with one spectrum}

Consider four sets of round model parameters, in N/m:
\begin{center}
\begin{tabular}{lrrr}
Set & $k_1$ & $k_2$ & $k_{12}$\\
A & 800 & 500 & 50\\
B & 650 & 650 & 50\\
C & 1000 & 300 & 50\\
D & 900 & 500 & 100
\end{tabular}
\end{center}
Set A has a metal--nitrogen bond clearly stiffer than the nitrogen--carbon bond. In set B the two are equal, and in set C their ratio exceeds three. Set D differs from A in the interaction as well. For set A, equation (\ref{eq:K}) gives
\begin{equation}
K=800+500-2(50)=1200\ \mathrm{N/m},
\end{equation}
which is 12 mdyn/\AA. Sets B and C follow from A by (\ref{eq:move}) with $s=-150$ and $s=200$ N/m. Set D gives $900+500-200=1200$ N/m.

With $m_{14}=14.003074$ u, equation (\ref{eq:nu}) gives $\nu_{14}=1206.02$ cm$^{-1}$ for all four sets. With $m_{15}=15.000109$ u, the ratio (\ref{eq:ratio}) is
\begin{equation}
\sqrt{\frac{14.003074}{15.000109}}=0.966194,
\end{equation}
and the shift is
\begin{equation}
\Delta=1206.02\,(1-0.966194)=40.77\ \mathrm{cm^{-1}} .
\end{equation}
The labelled band lies at 1165.25 cm$^{-1}$ in each case. A shift of 40.77 cm$^{-1}$ is easily measured, yet it does not distinguish a ligand with equal bonds from one whose bonds differ by a factor of three. The size of a shift and its power to discriminate are separate matters.

\subsection{What the shift does measure}

Equation (\ref{eq:shift}) can be solved for the total stiffness:
\begin{equation}
K=\left[\frac{2\pi c\,\Delta}
{m_{14}^{-1/2}-m_{15}^{-1/2}}\right]^2 .
\label{eq:inverse}
\end{equation}
Since $K\propto\Delta^2$, a small error $\delta$ in the shift produces the relative error
\begin{equation}
\frac{\delta K}{K}\simeq\frac{2\delta}{\Delta}.
\label{eq:error}
\end{equation}
For $\delta=0.5$ cm$^{-1}$ this is $2(0.5)/40.77=0.0245$, or 29.4 N/m in 1200 N/m. An equal error in $\nu_{14}$ would produce the relative error $2\delta/\nu_{14}$, which is smaller by the factor $\Delta/\nu_{14}$, about one thirtieth. Within this model the shift is thus the less precise of two ways to find the same number.

Its value lies elsewhere. Equation (\ref{eq:ratio}) contains masses and no adjustable constant, so it can be confronted with a measured pair of bands. Agreement supports the assignment of the band to nitrogen moving between heavy neighbours. Disagreement beyond the measuring error shows that an assumption has failed.

Fixed ends matter more here than linearity. If nitrogen is the one moving atom, its harmonic frequencies follow from a $3\times3$ matrix of force constants divided by $m$. Every one of them then scales as $m^{-1/2}$, even for a bent unit. In a bent unit the positions of several unlabelled bands may contain separate information about the bonds, but isotopic substitution of nitrogen adds nothing to them.

\section{Moving ends: what the shift can and cannot add}

\subsection{Symbols and results carried over}

The bond stretches of M--N and N--C are $r_1$ and $r_2$, with force constants $k_1$ and $k_2$ and interaction constant $k_{12}$. With both ends fixed, nitrogen of mass $m$ vibrates with stiffness $K=k_1+k_2-2k_{12}$ and wavenumber $\nu=\sqrt{K/m}/(2\pi c)$. The ratio $\nu_{15}/\nu_{14}$ equals $\sqrt{m_{14}/m_{15}}$. Sets A to D, defined in the first half, all have $K=1200$ N/m and a fixed-end shift $\Delta=40.77$ cm$^{-1}$.

\subsection{The shift measures a share of kinetic energy}

Consider a harmonic system of several atoms that move along one line, so that each atom has one coordinate. Let $H$ be its matrix of force constants, $M$ the diagonal matrix of masses, and $u$ the pattern of displacements in a mode of angular frequency $\omega$. With $\lambda=\omega^2$,
\begin{equation}
Hu=\lambda Mu,\qquad u^{T}Mu=1 .
\label{eq:modes}
\end{equation}
The second relation fixes the scale of $u$. Now let the nitrogen mass $m_N$ change, for a mode whose frequency is not shared with another. A prime denotes $d/dm_N$. The matrix $H$ does not change, and $M'$ has a single non-zero element, equal to 1, at the nitrogen position. Differentiation gives
\begin{equation}
Hu'=\lambda'Mu+\lambda M'u+\lambda Mu' .
\end{equation}
Multiply from the left by $u^{T}$. Since $H$ is symmetric, $u^{T}Hu'=\lambda u^{T}Mu'$, which cancels the last term. What remains is $0=\lambda'+\lambda u_N^2$. Since $\nu\propto\sqrt\lambda$,
\begin{equation}
\frac{d\ln\nu}{d\ln m_N}=-\tfrac12T_N,\qquad T_N=m_Nu_N^2 .
\label{eq:share}
\end{equation}
In a normal mode all velocities are proportional to the elements of $u$ at every moment. With the scale chosen in (\ref{eq:modes}), $T_N$ is therefore the fraction of the kinetic energy carried by nitrogen.

This is the physical reason for the result of the first half. If the ends are fixed, nitrogen carries all the kinetic energy, $T_N=1$, and the force constants have no influence on that fraction. If the ends move, the force constants help to decide how the motion is distributed, and the shift can begin to depend on them separately.

With fixed ends, the nitrogen band and its isotope shift give only the total stiffness $K$, not its division between the bonds; more generally, the response of a band to the nitrogen mass measures nitrogen's share of the kinetic energy. It remains to work out how far moving ends let the bands fix the separate constants, and how anharmonic bonds and real end groups affect the answer.

All numerical values are calculated from the stated model.
